# Core-Level X-ray Absorption in PAW from a Single Projector-Built Vector

An X-ray photon lifts an electron out of a 1s shell into an empty state that may extend over a whole crystal. The 1s orbital occupies a small region around one nucleus, so the transition samples the final wave just where that wave varies most rapidly. A projector augmented-wave (PAW) calculation does not store this part of the wave. It stores a smooth substitute, together with atomic data from which the true wave can be rebuilt. How can the absorption be computed from the smooth wave without rebuilding every final state?

## The quantities involved

Hartree atomic units are used. The final states are one-electron states, $H|\psi_f\rangle=E_f|\psi_f\rangle$, in a fixed potential. The light is linearly polarized along a real unit vector $\mathbf e$, and $D=\mathbf e\cdot\mathbf r$ is measured from the nucleus of the absorbing atom $A$. The core state is $|c\rangle$, with energy $E_c$.

A field $F\cos\omega t$ gives an electron the perturbation $FD\cos\omega t$, whose absorbing part has amplitude $FD/2$. The golden rule gives the rate
$$2\pi\frac{F^2}{4}|M_f|^2\,\delta(E_f-E_c-\omega),\qquad M_f=\langle\psi_f|D|c\rangle .$$
The mean intensity is $F^2/(8\pi\alpha)$, because the speed of light is $1/\alpha$. Absorbed power divided by intensity is $\omega\cdot(\pi F^2/2)\cdot(8\pi\alpha/F^2)=4\pi^2\alpha\omega$ times $|M_f|^2\delta$. For two core electrons,
$$\sigma(\omega)=8\pi^2\alpha\omega\,\mathcal A(E_c+\omega),\qquad \mathcal A(E)=\sum_{f\ \rm empty}|M_f|^2\,\delta(E-E_f). \tag{1}$$

In PAW, $|\psi_f\rangle=T|\tilde\psi_f\rangle$ with
$$T=1+\sum_{R,n}\big(|\phi_{Rn}\rangle-|\tilde\phi_{Rn}\rangle\big)\langle p_{Rn}| . \tag{2}$$
Here $\phi_{Rn}$ is a true partial wave of atom $R$ and $\tilde\phi_{Rn}$ is its smooth partner. The two coincide outside the sphere of that atom. The projectors $p_{Rn}$ vanish outside the sphere and satisfy $\langle p_{Rn}|\tilde\phi_{Rm}\rangle=\delta_{nm}$. Spheres of different atoms do not overlap. Below, $n$ without an atom label refers to $A$, and a subscript $A$ on a bracket means integration over the sphere of $A$.

The result to be derived is
$$M_f=\langle\tilde\psi_f|\Phi_0\rangle,\qquad |\Phi_0\rangle=\sum_n|p_n\rangle d_n,\qquad d_n=\langle\phi_n|D|c\rangle_A . \tag{3}$$
The vector $\Phi_0$ does not depend on $f$. It is fixed by the partial waves and projectors of the absorbing atom, the core state and the polarization. Another core state requires a new vector; since $\Phi_0$ is linear in $\mathbf e$, the vectors for three Cartesian directions give any linear polarization by superposition.

## First derivation: rebuild the final wave where the core is

Assume first that $c$ vanishes outside the sphere of $A$. Then
$$M_f=\langle\psi_f|D|c\rangle_A ,$$
and the final wave is needed only inside that sphere. There, the terms of (2) belonging to other atoms are zero, so
$$\psi_f=\tilde\psi_f+\sum_n(\phi_n-\tilde\phi_n)\,c_{nf},\qquad c_{nf}=\langle p_n|\tilde\psi_f\rangle .\tag{4}$$

Assume second that the smooth partial waves can represent the smooth final wave in the sphere, $\tilde\psi_f=\sum_n a_n\tilde\phi_n$. Applying $\langle p_m|$, which sees only the sphere, gives $c_{mf}=\sum_n a_n\delta_{mn}=a_m$. The first term of (4) therefore cancels the $\tilde\phi_n$ terms, leaving
$$\psi_f=\sum_n\phi_n\,c_{nf}\qquad\text{inside } A .$$
Since $c_{nf}^*=\langle\tilde\psi_f|p_n\rangle$,
$$M_f=\sum_n c_{nf}^*\langle\phi_n|D|c\rangle_A=\sum_n\langle\tilde\psi_f|p_n\rangle d_n=\langle\tilde\psi_f|\Phi_0\rangle ,$$
which is (3). The numbers $d_n$ describe the atom, and the projections $c_{nf}$ carry the influence of the surroundings.

For an s core state and $\mathbf e$ along $z$, the angular part of $D|c\rangle$ is $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. Orthogonality of the spherical harmonics then removes every channel except $l=1$, $m=0$. With radial functions $u=rR$,
$$d_n=\frac1{\sqrt3}\int_0^{r_A}\phi_n(r)\,r\,u_c(r)\,dr ,\tag{5}$$
where $r_A$ is the sphere radius. The expansion of $\tilde\psi_f$ need hold only in this channel.

**From matrix elements to the spectrum.** Define $S=T^\dagger T$ and $\tilde H=T^\dagger HT$. The smooth states obey
$$\tilde H|\tilde\psi_f\rangle=T^\dagger H|\psi_f\rangle=E_fT^\dagger|\psi_f\rangle=E_fS|\tilde\psi_f\rangle,\qquad \langle\tilde\psi_f|S|\tilde\psi_g\rangle=\langle\psi_f|\psi_g\rangle=\delta_{fg}.$$
Let $\tilde G(z)=\sum_f|\tilde\psi_f\rangle\langle\tilde\psi_f|/(z-E_f)$, summed over all states, filled ones included; for a continuum the sum is an integral. Then
$$(zS-\tilde H)\,\tilde G(z)=\sum_f S|\tilde\psi_f\rangle\langle\tilde\psi_f| .$$
Acting on $S|\tilde\psi_g\rangle$, the right side returns $S|\tilde\psi_g\rangle$. If $T$ is invertible, these vectors span the space, so the right side is the identity and $\tilde G(z)=(zS-\tilde H)^{-1}$.

Put $z=E+i\gamma$. Because
$$-\frac1\pi\,\mathrm{Im}\,\frac1{E-E_f+i\gamma}=\frac{\gamma/\pi}{(E-E_f)^2+\gamma^2}\equiv L_\gamma(E-E_f)\;\longrightarrow\;\delta(E-E_f)\quad(\gamma\to0^+),$$
the broadened form of (1) is
$$\mathcal A_\gamma(E)=-\frac1\pi\,\mathrm{Im}\,\langle\Phi_0|(zS-\tilde H)^{-1}|\Phi_0\rangle-\sum_{v\ \rm filled}|\langle\tilde\psi_v|\Phi_0\rangle|^2L_\gamma(E-E_v). \tag{6}$$
One linear solve per energy replaces the sum over empty states. The last term is needed because the inverse contains the filled states too.

## Second derivation: transform the driven equation

The same result can be reached without expanding any final state. Let the light drive a response $|\chi\rangle$ defined by
$$(z-H)|\chi\rangle=D|c\rangle . \tag{7}$$
Expanding in eigenstates of $H$ gives $\langle c|D|\chi\rangle=\sum_f|M_f|^2/(z-E_f)$, so $-\mathrm{Im}\langle c|D|\chi\rangle/\pi$ is the broadened absorption before the filled states are removed.

Write $|\chi\rangle=T|\tilde\chi\rangle$, which is possible if $T$ is invertible, and multiply (7) by $T^\dagger$:
$$(zS-\tilde H)|\tilde\chi\rangle=T^\dagger D|c\rangle . \tag{8}$$
The question is now what the source looks like after the transformation. From (2),
$$T^\dagger D|c\rangle=D|c\rangle+\sum_{R,n}|p_{Rn}\rangle\big(\langle\phi_{Rn}|-\langle\tilde\phi_{Rn}|\big)D|c\rangle .$$
The difference $\phi_{Rn}-\tilde\phi_{Rn}$ lives in the sphere of $R$. For $R\ne A$ the term contains the core amplitude in another atom's sphere, and it is dropped. For $R=A$ the integrals run over the sphere of $A$. Splitting $D|c\rangle$ into its parts inside and outside that sphere gives
$$T^\dagger D|c\rangle=|\Phi_0\rangle+|\rho\rangle,\qquad |\rho\rangle=\Big[(D|c\rangle)_A-\sum_n|p_n\rangle\langle\tilde\phi_n|D|c\rangle_A\Big]+(D|c\rangle)_{\rm out}. \tag{9}$$
The projector-built vector has appeared as part of the transformed source.

The rest, $|\rho\rangle$, need not be a small vector. It can be ignored only to the extent that the smooth final waves do not see it; equation (10) below measures what they do see. For any smooth partial wave, duality gives for the bracket in (9)
$$\langle\tilde\phi_m|D|c\rangle_A-\sum_n\langle\tilde\phi_m|p_n\rangle\langle\tilde\phi_n|D|c\rangle_A=0 .$$

To recover the matrix element, project (8) on $\langle\tilde\psi_f|$. The left side is
$$(z-E_f)\langle\tilde\psi_f|S|\tilde\chi\rangle=(z-E_f)\langle\psi_f|\chi\rangle=M_f ,$$
where the last step is (7) projected on $\langle\psi_f|$. The right side follows from (9). Hence
$$M_f=\langle\tilde\psi_f|\Phi_0\rangle+I_f+t_f, \tag{10}$$
$$I_f=\langle\delta_f|D|c\rangle_A,\quad \delta_f=\tilde\psi_f-\sum_n\tilde\phi_n\langle p_n|\tilde\psi_f\rangle,\qquad t_f=\langle\tilde\psi_f|D|c\rangle_{\rm out}.$$
The completeness remainder $I_f$ is the dipole integral of whatever the partial waves miss. The core tail $t_f$ is the part of the transition outside the sphere. When both vanish, (10) is (3).

For the spectrum, $\langle c|D|\chi\rangle=\langle c|DT|\tilde\chi\rangle$, so the transformed source stands on both sides of the inverse. Replacing it by $\Phi_0$ gives the first term of (6). The replacement changes each $|M_f|^2$ to $|M_f-I_f-t_f|^2$, and each change enters the absorption at $E$ with weight $L_\gamma(E-E_f)$. States far from $E$ are therefore suppressed as $\gamma/(E-E_f)^2$. The real part of the response has weights that fall only as $1/(E-E_f)$, so a good absorption spectrum does not by itself guarantee a good real part.

## What each derivation assumes

Both derivations need a core state confined to one sphere, and both need an invertible $T$ for the spectrum. They differ in how completeness enters.

The first asks for an expansion of $\tilde\psi_f$ throughout the sphere. This is sufficient and gives a direct picture, but it is stronger than necessary. The second asks only that $I_f$ be small. A misfit $\delta_f$ near the sphere boundary does little harm, because the core amplitude is small there. The second also keeps the error terms in view, whereas the first sets them to zero at the outset.

The assumptions fail in recognizable ways. A shallow core level leaks out of the sphere and makes $t_f$ large. Final states far in energy from those at which the partial waves were built make $I_f$ large. If a dipole-allowed channel has no projector, its whole contribution is lost.

Neither derivation permits $S$ to be replaced by 1 in general. When the local expansions hold,
$$\langle\tilde\psi_f|S|\tilde\psi_g\rangle=\langle\tilde\psi_f|\tilde\psi_g\rangle+\sum_{R,mn}\langle\tilde\psi_f|p_{Rm}\rangle\big(\langle\phi_{Rm}|\phi_{Rn}\rangle_R-\langle\tilde\phi_{Rm}|\tilde\phi_{Rn}\rangle_R\big)\langle p_{Rn}|\tilde\psi_g\rangle .$$
The correction disappears if the smooth waves have the same overlaps in the sphere as the true ones for every pair $m,n$. With one partial wave per channel this is norm conservation; with several, equal norms alone are not enough, and the overlaps with $m\ne n$ must agree as well.

Finally, $\tilde H$ here means the full $T^\dagger HT$. A practical PAW Hamiltonian, with a smooth local potential and a finite matrix between projectors, adds an approximation of its own to $E_f$ and $\tilde\psi_f$. That error is not examined here.

## A model atom in a cage

Take $V(r)=-(1+7e^{-2r})/r$, a sphere of radius 1.5 bohr, and a repulsive shell $\sin^2[\pi(r-3)/3]$ hartree between 3 and 6 bohr to stand for the surroundings. A hard wall at 15 bohr makes the final states discrete. These are round model parameters. The 1s level lies at $-20.285$ hartree, and the lowest p level, at $-0.490$ hartree, is taken as filled.

The partial waves are computed for the isolated atom and normalized in the sphere. Their smooth partners are combinations of $r^2$, $r^4$ and $r^6$ that match value, slope and second derivative at the boundary. The projectors are combinations of the smooth partners multiplied by $(1-r^2/r_A^2)^2$, chosen so that $\langle p_n|\tilde\phi_m\rangle=\delta_{nm}$; the projections and remainders quoted below depend on this choice. The matrix elements quoted below are radial, without the factor $1/\sqrt3$ of (5).

Among the conduction states below 2 hartree, the one with the largest matrix element lies at 0.346 hartree. With three partial waves, its terms are:

| wave energy (hartree) | $\langle\phi_n\lvert r\rvert c\rangle_A$ (bohr) | $\langle p_n\vert\tilde\psi_f\rangle$ | product (bohr) |
|---|---|---|---|
| 0.1 | 0.15237 | 0.19782 | 0.03014 |
| 1.0 | 0.17266 | 0.13524 | 0.02335 |
| 1.9 | 0.16443 | −0.03088 | −0.00508 |

The sum is 0.04841 bohr; direct integration with the all-electron wave gives 0.04838 bohr. Equation (10) accounts for the difference: $0.048412+0.000003-0.000038=0.048377$ bohr. With the smooth partners chosen here, the smooth wave alone would give an integral of only 0.01186 bohr in the sphere, about a quarter of the true value; other smooth partners would give another fraction. Its projected counterpart is 0.01185 bohr, so this contribution is cancelled, not neglected.

The comparison below uses one partial wave at 1.0 hartree, two at 0.3 and 1.7 hartree, or the three listed above. Over the eight conduction states below 2 hartree, the largest errors relative to the direct matrix element are:

| projectors | remainder $\lvert I_f/M_f\rvert$ | total error |
|---|---|---|
| 1 | 9.3 % | 9.3 % |
| 2 | 0.76 % | 0.79 % |
| 3 | 0.009 % | 0.25 % |

With three projectors the remainder is negligible, and the total error is set by the core tail, whose largest relative size is 0.24 %. More projectors would not remove the tail, because $t_f$ involves only the wave outside the sphere, where $\tilde\psi_f=\psi_f$ in this model. A larger sphere would reduce the tail, but the same partial waves must then represent the final wave over a larger region and the remainder grows, so the total error need not fall. The tail is noticeable although only $1.0\times10^{-7}$ of the core charge lies outside the sphere, because $t_f$ is linear in the core amplitude, and the norm of the outer part is $\sqrt{1.0\times10^{-7}}\approx3\times10^{-4}$. This number is not itself the ratio $t_f/M_f$, which also depends on the factor $r$ and on the final wave outside the sphere.

With a Lorentzian half width of 0.05 hartree, the spectrum peaks at a final energy of 0.34 hartree, a photon energy of 20.63 hartree (561 eV). The cross section there is 2.136 megabarn from the all-electron sum and 2.139 megabarn from (6). Between 0 and 2 hartree the two curves differ by at most 0.33 % of the peak height. Replacing $S$ by 1 in the inverse in (6), with the filled-state term left unchanged, raises this deviation to 82 % of the peak height.

The numerical check tests the identity (10), the decrease of the remainder from the one- to the two- to the three-projector set, and the agreement of the two spectra. It also finds that the oscillator strengths of one core electron add to 1.000000. That checks the angular factor and the representation of $D|c\rangle$. It does not test the individual final states, because a basis containing only the function $D|c\rangle$ would give the same sum, and it does not test the prefactor in (1). The model contains no second augmented atom, so the dropping of terms with $R\neq A$ rests on the argument above. Those terms are also linear in the core amplitude. The core charge beyond 3 bohr is below $10^{-15}$, so the part of this core state inside a neighbouring sphere that lies wholly beyond 3 bohr has a norm of at most about $3\times10^{-8}$. A sphere that touches the sphere of $A$ lies entirely on the far side of the plane of contact. By symmetry it holds less than half of the outer core charge, so the norm there is below $\sqrt{1.04\times10^{-7}/2}\approx2.3\times10^{-4}$. This is an upper bound, not an estimate.

## Computed results

```
sphere radius 1.50 bohr, barrier height 1.00 hartree
basis functions per channel: 129
hydrogenic Z=8 check: 1s energy -32.000000 hartree
hydrogenic Z=8 check: 1s-2p radial integral 0.161283 bohr
core 1s energy -20.28548 hartree
core charge outside sphere 1.04e-07 (fraction)
core charge beyond 3 bohr 5.8e-16 (fraction)
filled p level -0.48957 hartree
angular factor s to p 0.577350
oscillator-strength sum 1.000000
three projectors; state: energy (hartree), direct M, projected M (bohr)
   2  -0.05050  -0.001829  -0.001829
   3   0.08439   0.005045   0.005046
   4   0.28024   0.041106   0.041130
   5   0.34632   0.048377   0.048412
   6   0.62113   0.016454   0.016475
   7   0.97279  -0.024589  -0.024634
   8   1.27683   0.045892   0.045994
   9   1.58935  -0.040578  -0.040677
strongest conduction state: number 5, terms with three projectors
  wave at 0.1 hartree: <phi|r|c> 0.152365 bohr, <p|psit> 0.197818, product 0.030141 bohr
  wave at 1.0 hartree: <phi|r|c> 0.172657 bohr, <p|psit> 0.135237, product 0.023350 bohr
  wave at 1.9 hartree: <phi|r|c> 0.164426 bohr, <p|psit> -0.030884, product -0.005078 bohr
  smooth wave dipole integral in sphere 0.011857 bohr
  its projected counterpart 0.011854 bohr
  completeness remainder 3.46e-06 bohr
  core tail term -3.84e-05 bohr
1 projector(s) at [1.0] hartree: largest relative remainder 9.33e-02, total error 9.31e-02
2 projector(s) at [0.3, 1.7] hartree: largest relative remainder 7.64e-03, total error 7.89e-03
3 projector(s) at [0.1, 1.0, 1.9] hartree: largest relative remainder 8.77e-05, total error 2.45e-03
largest relative core tail 2.37e-03
Lorentzian half width 0.050 hartree
final energy (hartree): cross section direct, one-vector (megabarn)
  0.50: 0.26366 0.26399
  1.00: 0.42214 0.42356
  1.50: 0.39333 0.39503
peak at final energy 0.34 hartree, photon energy 20.6255 hartree = 561.25 eV
peak cross section direct 2.13629 megabarn
peak cross section one-vector 2.13918 megabarn
largest spectrum deviation / peak: 3.26e-03
same with S replaced by 1: 8.15e-01
```
